\section*{Does a broad three-terminal Hanle curve measure the channel spin lifetime?}

\section*{Question}

I have a cobalt contact on a thin oxide on heavily doped n-type silicon at room temperature. The same contact injects spins and detects the spin accumulation beneath it. A field perpendicular to the film makes the spins precess and lowers the voltage. I take the half-width $B_{1/2}$ of this Hanle curve and compute the lifetime from $\tau=1/(\gamma B_{1/2})$. Suppose the half-width is 63~mT: I would then report 0.09~ns for the silicon channel.

A colleague objects. The voltage also rises when I apply a field in the plane, along the magnetization, where I expected no change. She says that this inverted signal shows stray fields from a rough cobalt interface, and that these fields set the width. Is my lifetime wrong, and does roughness explain both curves?

\section*{Answer}

The width alone does not establish the channel lifetime. Roughness can produce both curves, but it needs spins that hardly move while they precess and tunnelling that is nearly uniform along the ripple. For mobile electrons in a channel like yours, diffusion averages the stray field almost to zero. Both halves of this answer follow from one model.

\subsection*{The field of a rippled interface}

Let the magnetization $M$ be rigid and point along $x$, with the semiconductor at $z>0$. The interface has height $h=h_0\cos qx$, with $qh_0\ll1$. Its outward normal is proportional to $(-h',0,1)$, so the magnetic charge per projected area, multiplied by $\mu_0$, is
\begin{equation}
\sigma=-\mu_0Mh'=\mu_0Mqh_0\sin qx .
\end{equation}
To leading order in $qh_0$ this charge lies at $z=0$. Away from the sheet its stray field is $\mathbf B=-\nabla\Phi$ with $\nabla^2\Phi=0$, hence $\Phi=\Phi_0\sin qx\,e^{-q|z|}$. The jump of $B_z$ across the sheet is $2q\Phi_0\sin qx=\sigma$, which gives $\Phi_0=\mu_0Mh_0/2$. In the semiconductor
\begin{equation}
(B_x,B_z)=b(-\cos qx,\ \sin qx),\qquad
b=\tfrac12\mu_0Mqh_0e^{-qz}.
\label{eq:b}
\end{equation}
At a given depth the field has constant size, and its direction turns in the $xz$ plane. With $\varphi=\pi-qx$ it is $b(\cos\varphi,\sin\varphi)$.

\subsection*{Spins at rest}

Assume uniform weak injection, an isotropic lifetime $\tau$, and a voltage proportional to the laterally averaged spin component $S_x$. Let $S_0$ be its value without any field. With $\boldsymbol\Omega=\gamma\tau\mathbf B$ and $\gamma=g\mu_B/\hbar$, $g=2$, the steady Bloch equation is $\mathbf S=S_0\hat{\mathbf x}+\boldsymbol\Omega\times\mathbf S$. Reversing the sense of precession reverses $S_y$ but not $S_x$. For $\Omega_y=0$ the components are
\begin{equation}
S_x=S_0-\Omega_zS_y,\quad
S_y=\Omega_zS_x-\Omega_xS_z,\quad
S_z=\Omega_xS_y .
\end{equation}
The last two give $S_y=\Omega_zS_x/(1+\Omega_x^2)$. Inserting this in the first,
\begin{equation}
\frac{S_x}{S_0}=\frac{1+\Omega_x^2}{1+\Omega_x^2+\Omega_z^2}.
\label{eq:local}
\end{equation}
Without stray fields a perpendicular field $B$ gives $1/(1+u^2)$, where $u=\gamma B\tau$. This is the Lorentzian behind your estimate, and an in-plane field then does nothing.

Now include the ripple, with $\beta=\gamma b\tau$. For an applied field along $M$, $\Omega_x=u+\beta\cos\varphi$ and $\Omega_z=\beta\sin\varphi$. Define $A=1+u^2+\beta^2$ and $C=2u\beta$. Equation~\eqref{eq:local} becomes
\begin{equation}
\frac{S_x}{S_0}=1-\frac{\beta^2\sin^2\varphi}{A+C\cos\varphi}.
\end{equation}
Two phase averages are needed. Substituting $s=\tan(\varphi/2)$,
\begin{equation}
\left\langle\frac1{A+C\cos\varphi}\right\rangle
=\frac1\pi\int_{-\infty}^{\infty}\frac{ds}{(A+C)+(A-C)s^2}
=\frac1R,
\end{equation}
where $R^2=A^2-C^2=[1+(u-\beta)^2][1+(u+\beta)^2]$. For the other, put $y=A+C\cos\varphi$, so that $C^2\sin^2\varphi=C^2-(y-A)^2$ and
\begin{equation}
\frac{C^2\sin^2\varphi}{y}=2A-y-\frac{R^2}{y}.
\end{equation}
Since $\langle y\rangle=A$ and $\langle1/y\rangle=1/R$, the average is $A-R$. Dividing by $C^2=(A-R)(A+R)$ gives $\langle\sin^2\varphi/y\rangle=1/(A+R)$. Therefore
\begin{equation}
\frac{S_\parallel}{S_0}=1-\frac{\beta^2}{A+R}.
\label{eq:par}
\end{equation}
For a perpendicular field, $\Omega_x=\beta\cos\varphi$ and $\Omega_z=u+\beta\sin\varphi$. The local signal is $(1+\beta^2\cos^2\varphi)/(A+C\sin\varphi)$. A quarter-turn shift of phase reduces it to the same two averages:
\begin{equation}
\frac{S_\perp}{S_0}=\frac1R+\frac{\beta^2}{A+R}.
\label{eq:perp}
\end{equation}

At zero applied field $A=R=1+\beta^2$, so the stray field has already removed a fraction $\beta^2/[2(1+\beta^2)]$ of the signal. A strong field along $M$ turns the total field towards $x$ and restores it: this is the inverted signal. A strong perpendicular field removes what remains.

For $\beta\gg1$, away from $u=\beta$, $R\simeq|u^2-\beta^2|$ and $A+R\simeq2\max(u^2,\beta^2)$. Both curves are then near $1/2$ for $u<\beta$. For $u>\beta$,
\begin{equation}
\frac{S_\perp}{S_0}\simeq\frac{\beta^2}{2u^2},\qquad
\frac{S_\parallel}{S_0}\simeq1-\frac{\beta^2}{2u^2},
\end{equation}
apart from the small term $1/R$ in $S_\perp$. Each has completed half its change at $u=\sqrt2\,\beta$, hence
\begin{equation}
B_{1/2}\simeq\sqrt2\,b,\qquad
\tau_{\rm app}\simeq\frac1{\sqrt2\,\gamma b}.
\end{equation}
The true lifetime has dropped out. In the opposite limit, $\beta\ll1$, the normal curve returns to $1/(1+u^2)$. The inverted part is $\beta^2/[2(1+u^2)]$: it is small, and both widths measure $\tau$. An inverted signal by itself therefore does not prove that the width is wrong.

\subsection*{Spins that diffuse}

Consider a thin sheet of electrons at fixed depth, under a contact much wider than the spin diffusion length $\sqrt{D\tau}$. Lateral diffusion adds $D\partial_x^2\mathbf S$ to the Bloch equation. With $\kappa=Dq^2\tau$,
\begin{equation}
\mathbf S-\kappa\,\partial_\varphi^2\mathbf S
=S_0\hat{\mathbf x}+\boldsymbol\Omega\times\mathbf S .
\label{eq:diff}
\end{equation}
At zero applied field this has a closed solution. Try $S_y=a\sin\varphi$ and $S_x+iS_z=P_0+P_2e^{2i\varphi}$, with real coefficients. The precession term for $S_x+iS_z$ is
\begin{equation}
-\Omega_zS_y+i\Omega_xS_y=i\beta e^{i\varphi}a\sin\varphi
=\tfrac12\beta a(e^{2i\varphi}-1).
\end{equation}
The one for $S_y$ is
\begin{equation}
\beta\sin\varphi(P_0+P_2\cos2\varphi)-\beta\cos\varphi\,P_2\sin2\varphi
=\beta(P_0-P_2)\sin\varphi .
\end{equation}
No new harmonics appear. Matching coefficients gives
\begin{align}
P_0&=S_0-\tfrac12\beta a,\\
(1+4\kappa)P_2&=\tfrac12\beta a,\\
(1+\kappa)a&=\beta(P_0-P_2).
\end{align}
The mean signal is $P_0$, so the missing fraction is $I=1-P_0/S_0=\beta a/(2S_0)$. Eliminating $P_0$ and $P_2$ from the last line,
\begin{equation}
I=\frac{\beta^2/2}{1+\kappa+\dfrac{\beta^2}{2}\left(1+\dfrac1{1+4\kappa}\right)}.
\label{eq:I}
\end{equation}
I call $I$ the inverted fraction, because a sufficiently strong field along $M$ recovers it: rapid precession about $x$ prevents the ripple from building up transverse spin.

Slow diffusion can increase $I$. A resting spin keeps its component along the local field, and the resulting spin pattern is $P_2$. Diffusion weakens this pattern through $1/(1+4\kappa)$. To find where $I$ returns to its value at $\kappa=0$, equate the denominators:
\begin{equation}
\kappa=\frac{\beta^2}{2}\left(1-\frac1{1+4\kappa}\right)
=\frac{\beta^2}{2}\,\frac{4\kappa}{1+4\kappa}.
\end{equation}
The nonzero root is $\kappa=\beta^2/2-1/4$, relevant when positive. Beyond it $I$ lies below the static value.

\subsection*{The fast-diffusion limit}

Suppose $\kappa\gg1$ and $\kappa\gg\beta$. Write $\mathbf S=\bar{\mathbf S}+\mathbf s$, where $\mathbf s$ is the small ripple in the spin, and let $\boldsymbol\omega$ be $\gamma$ times the stray field. A ripple of wave number $q$ decays at the rate $\Gamma=Dq^2+1/\tau$. For $\gamma B\ll\Gamma$, then, $\mathbf s\simeq\boldsymbol\omega\times\bar{\mathbf S}/\Gamma$. Its mean torque is
\begin{equation}
\langle\boldsymbol\omega\times\mathbf s\rangle
=\frac{\langle\boldsymbol\omega(\boldsymbol\omega\cdot\bar{\mathbf S})\rangle
-\gamma^2b^2\bar{\mathbf S}}{\Gamma}.
\end{equation}
Here $\langle\omega_x^2\rangle=\langle\omega_z^2\rangle=\gamma^2b^2/2$ and $\langle\omega_x\omega_z\rangle=0$. Hence $\bar S_x$ acquires an extra relaxation rate $\nu$, and $\bar S_y$ acquires $2\nu$, with
\begin{equation}
\nu=\frac{\gamma^2b^2}{2\Gamma}.
\end{equation}
In a perpendicular field,
\begin{align}
(1/\tau+\nu)\bar S_x+\gamma B\bar S_y&=S_0/\tau,\\
(1/\tau+2\nu)\bar S_y&=\gamma B\bar S_x .
\end{align}
Eliminating $\bar S_y$ gives a Lorentzian of half-width
\begin{equation}
B_{1/2}=\frac1\gamma\sqrt{(1/\tau+\nu)(1/\tau+2\nu)} .
\end{equation}
When $\nu\tau\ll1$ the usual estimate of $\tau$ is recovered.

If the field is along $M$ and not small compared with $\Gamma/\gamma$, the ripple precesses about it: $\Gamma s_y=\omega_z\bar S_x-\gamma Bs_z$ and $\Gamma s_z=\gamma Bs_y$. Solving for $s_y$ and averaging the loss $\omega_zs_y$ replaces $\nu$ by $\nu\Gamma^2/(\Gamma^2+\gamma^2B^2)$. The missing fraction is then $\nu\tau/(1+\nu\tau+\gamma^2B^2/\Gamma^2)$, so half of the inverted signal is recovered at $B=(\Gamma/\gamma)\sqrt{1+\nu\tau}$. For $\nu\tau\ll1$ this field scale is $\Gamma/\gamma$, not $b$.

A longer ripple period does not remove the difficulty. Every omitted term in the denominator of \eqref{eq:I} is positive, so for $D>0$
\begin{equation}
I<\frac{\beta^2}{2\kappa}
=\frac{(\gamma\mu_0Mh_0)^2\tau}{8D}e^{-2qz}
<\frac{(\gamma\mu_0Mh_0)^2\tau}{8D}.
\label{eq:bound}
\end{equation}
The factor $q^2$ in the squared field cancels the $q^2$ in the diffusion rate. The bound applies to this single-ripple sheet with small slope.

\subsection*{Numbers for a contact like yours}

Take rough typical values: $\mu_0M=1.8$~T, $h_0=0.5$~nm, a period of 40~nm, spins 3~nm from the mean interface, and $\tau=1$~ns. Then $q=0.157$~nm$^{-1}$, and \eqref{eq:b} gives
\begin{equation}
b=\tfrac12(1.8\ {\rm T})(0.157)(0.5)e^{-0.471}\simeq44\ {\rm mT}.
\end{equation}
The natural half-width is $1/(\gamma\tau)=5.69$~mT, so $\beta=44.12/5.686=7.76$. For resting spins, solving \eqref{eq:perp} numerically for half its zero-field value gives 63~mT. The inverted curve has half-width 62~mT and contains 49\% of $S_0$. Your estimate would give $5.686/63.32=0.090$~ns, although the true lifetime is 1~ns. With $b$ held fixed, true lifetimes of 10 and 100~ns both give 0.091~ns.

For the channel I take an electron density of $10^{19}$~cm$^{-3}$, a mobility of 100~cm$^2$/Vs and a temperature of 300~K. The Einstein relation needs a degeneracy factor $F_{1/2}(\eta)/F_{-1/2}(\eta)$, a ratio of normalized Fermi integrals with $\eta$ set by the density. For six parabolic valleys with masses 0.92 and 0.19 electron masses, numerical integration gives 1.13. Thus $D=100\times0.02585\times1.128=2.9$~cm$^2$/s, $\sqrt{D\tau}=540$~nm and $\kappa\simeq7200$. An electron samples many ripple periods in one lifetime.

I solved \eqref{eq:diff} with a Fourier representation on 96 phase points, holding $b$ and $\tau$ fixed:
\begin{center}
\begin{tabular}{ccc}
$D$ (cm$^2$/s) & $I$ & $B_{1/2}$, perpendicular (mT)\\
0 & 0.49 & 63\\
0.0001 & 0.65 & 68\\
0.001 & 0.83 & 69\\
0.01 & 0.54 & 16\\
0.1 & 0.11 & 6.7\\
2.9 & 0.004 & 5.7
\end{tabular}
\end{center}
Here $B_{1/2}$ is the field at which the signal has fallen to half its zero-field value; at 0.0001 and 0.001~cm$^2$/s the perpendicular curve is not monotonic, so this is not the width of a simple peak. The width collapses before the inverted fraction does. At 0.01~cm$^2$/s the fraction still exceeds its static value, while the width has fallen by a factor of four. The return to the static fraction occurs at 0.012~cm$^2$/s, about 240 times below the channel diffusivity. At that channel diffusivity the Hanle width again measures $\tau$ to better than 1\% within this model. This needs a channel much thinner than $\sqrt{D\tau}$. In a much thicker one the spins also diffuse away in depth, the signal follows $\mathrm{Re}\,(1+iu)^{-1/2}$ and halves at $u\simeq2.5$, so $1/(\gamma B_{1/2})$ is too short by that factor even without roughness. The small inverted part would recover on a scale of 41~T.

The upper bound in \eqref{eq:bound} is 0.011 for these parameters at any period, counting the near face of the cobalt only. Raising the bound to 0.5 would require $h_0$ to be larger by $\sqrt{0.5/0.0107}\simeq7$, about 3.4~nm, with a period long enough to keep the slope small and with the spins deeper than the interface crests, so farther than the 3~nm assumed above. Even then $I$ itself would stay below one third, because the term $\beta^2/2$ in the denominator of \eqref{eq:I} is no longer negligible.

\subsection*{Depth and other neglected effects}

Mobile electrons also leave the near-interface field by diffusing in depth. Let the channel have thickness $t$, with $1/q\ll t\ll\sqrt{D\tau}$, and measure $\zeta$ from its near face, where the stray field is $b$. Write $s_y=\bar S_xG(\zeta)\sin\varphi$. For $\kappa\gg1$,
\begin{equation}
-DG''+Dq^2G=\gamma be^{-q\zeta},\qquad G'(0)=0 .
\end{equation}
Substitution confirms the solution $G=(\gamma b/2qD)(\zeta+1/q)e^{-q\zeta}$, which is negligible at the far face. The depth-averaged rate is
\begin{equation}
\nu_t=\frac{\gamma b}{2t}\int_0^\infty e^{-q\zeta}G\,d\zeta
=\frac{\gamma^2b^2}{4qDt}\,\frac{3}{4q^2}
=\nu\,\frac{3}{8qt}.
\end{equation}
For $t=50$~nm the reduction factor is 0.048, and the inverted fraction falls from 0.004 to 0.0002. A depletion layer, 6 to 9~nm wide at this doping for a band bending of 0.3 to 0.7~eV, would keep mobile electrons farther than 3~nm from the interface and lower it further.

Several other corrections, estimated for uniform injection, do not alter the conclusion:
\begin{itemize}
\item Summing the charges on the actual rippled surface numerically gives a second field harmonic 5\% as large as the first.
\item The far face of a 20~nm film, with equal ripple, adds at most $e^{-q(20\,{\rm nm})}=4\%$ to the field at this period. For periods much longer than the film thickness it nearly cancels the field if the two faces are conformal and nearly doubles it if they ripple in antiphase, which raises the bound \eqref{eq:bound} by up to a factor of four.
\item The magnetization is not rigid. The exchange length of cobalt, 3 to 5~nm, is comparable to $1/q=6.4$~nm, so $M$ partly follows the ripple and screens its charge. A linearized micromagnetic estimate lowers $b$ by 20 to 35\% and the resting-spin width to 42--50~mT; the same width of 63~mT then needs a correspondingly larger $h_0$.
\item The perpendicular field tilts $M$ by about $B/\mu_0M$. At the half-width the squared tilt is 0.001.
\item Spreading resting spins uniformly over distances of 1 to 5~nm changes their half-width from 63 to 65~mT.
\item If electrons stayed in the valley that diffuses most slowly along $x$, the sheet value of $I$ would rise to 0.015.
\item The mean free path is 3.6~nm, so $q$ times it is not very small. A numerical solution of the kinetic equation with one speed and isotropic scattering raises $\nu$ by 8\%.
\end{itemize}

\subsection*{What this says about your device}

The magnetization, mobility and lifetime above are plausible for cobalt on heavily doped silicon, but the ripple must be measured for your interface. A real interface has a spectrum of heights and directions, not one sinusoid with its wave vector along $M$. Tunnelling may not be uniform either. If the cobalt ripples above a flat silicon face, the current concentrates where the oxide is thinnest. There the stray field is antiparallel to $M$ and has no perpendicular part, so resting spins lose less signal at zero field than calculated here. A field along $M$ then cancels the local stray field near $B=b$ and exposes the spins to the perpendicular part nearby, so the in-plane signal first falls instead of rising: with a weight $e^{5\cos qx}$ it drops from 0.82 to 0.33 of $S_0$ near 41~mT before it recovers. A simple inverted curve therefore also needs nearly uniform tunnelling. The resting-spin width depends directly on the assumed ripple: for $\beta\gg1$, at fixed period and depth, it is proportional to $h_0$.

If your 63~mT curve does come from roughness of this size, the detected spins must be nearly immobile, for example in localized states near the interface. The lifetime hidden by the width is then theirs, not that of the mobile channel electrons. If the signal does come from mobile electrons, this roughness explains neither the broad curve nor an inverted signal at tens of millitesla, and another cause is needed. The two curves alone do not decide between these cases; you also need the interface profile and independent evidence of where the detected spins reside.
